# Preisach ferroelectric capacitor: turning-point stack and density from reversal curves

A ferroelectric capacitor is driven up to one voltage, part of the way back, and up again. Its charge at the final voltage depends on where the earlier sweeps turned. A circuit simulator needs that charge at every time step without replaying the whole past, and it needs the material's switching distribution from measured curves. The Preisach model answers both needs when switching is quasi-static and its elements respond independently to the controlled field.

## Model and conventions

The film is a set of two-state relays. A relay switches to \(\gamma=+1\) when the field \(E\) rises to \(\alpha\), and to \(\gamma=-1\) when \(E\) falls to \(\beta\le\alpha\). Between these thresholds it keeps its state. With a density \(\mu(\alpha,\beta)\ge0\),

\[
P=\iint_{\alpha\ge\beta}\mu(\alpha,\beta)\,\gamma_{\alpha\beta}\,d\alpha\,d\beta ,\qquad \iint\mu\,d\alpha\,d\beta=P_s .
\]

All thresholds lie in \([-E_s,E_s]\), so \(\pm E_s\) saturates the film, and larger fields are clipped to this interval. The initial state is negative saturation, \(P=-P_s\). A relay of weight \(w\) changes \(P\) by \(2w\) when it flips; this is the source of the factors of two below.

The model needs one function, the relay content of a triangle (the Everett function):

\[
F(\alpha,\beta)=\int_\beta^\alpha d\alpha'\int_\beta^{\alpha'}d\beta'\,\mu(\alpha',\beta').
\]

It vanishes at \(\alpha=\beta\), and \(F(E_s,-E_s)=P_s\). These relations contain no constant of nature, so they read the same in atomic and in engineering units.

## One leg of the drive

Let the field rise from a minimum \(E_t\) to \(E\), and let \(M\) be the preceding maximum, with \(E\le M\). At \(M\) every relay with \(\alpha\le M\) was up. The fall to \(E_t\) then set down those with \(\beta\ge E_t\). At the start of the new leg, the relays with \(\alpha\le E\) therefore form two groups: those with \(\beta<E_t\) are still up, and those with \(\beta\ge E_t\) are down. The rise flips the second group, which fills the triangle of \(F(E,E_t)\). Exchanging the roles of up and down gives the falling leg:

\[
P=P_t+2F(E,E_t)\ \text{(rising)},\qquad
P=P_t-2F(E_t,E)\ \text{(falling)}.
\]

Here \(P_t\) is the polarization at the turning point. The first rise from \(-E_s\) needs no preceding maximum, since every relay is down.

When the rising field reaches \(M\), all relays with \(\alpha\le M\) are up again. Those with \(\alpha>M\) have not changed either. If such a relay was down at \(M\), it stayed down, because the field has not exceeded \(M\) since. Now take one that was up at \(M\). The minimum before \(M\) did not reset it, so its \(\beta\) lies below that minimum. In a nested history \(E_t\) lies above that minimum, so the fall to \(E_t\) did not reset it either. The state at \(M\) is thus the one found on the first visit, and the pair \((M,E_t)\) can be forgotten. This is wiping-out. The remaining leg continues from the minimum before \(M\), whose stored polarization is still valid.

## Algorithm

The list holds pairs (field, polarization) and ends with the present state.

```
start: points = [(-Es, -Ps)]

apply(E):
  E = clip(E, -Es, Es)
  if E == points.last.field: return points.last.P
  rising = (E > points.last.field)
  if the last stored leg had the same direction:
      remove the last point        # not a turning point
  while length > 1 and E reaches or passes
        the field of the last-but-one point:
      remove the last two points   # wiping-out
  if the list is empty:            # fall to -Es
      points = [(-Es, -Ps)]; return -Ps
  (Et, Pt) = points.last
  P = Pt + 2 F(E, Et)  if rising
      Pt - 2 F(Et, E)  otherwise
  append (E, P); return P
```

"Reaches or passes" means \(\ge\) on a rise and \(\le\) on a fall. Each call adds at most one point, and a point can be removed once, so \(n\) calls cost \(O(n)\) list operations in total. A single call may remove many points. Each call evaluates \(F\) at most once. Memory grows with the number of nested turning points: a decaying alternating drive stores them all, whereas a sweep to saturation clears them.

An array with \(n\) relay cells per axis costs \(O(n^2)\) per field. It is slow but follows the switching rule directly. With 600 cells per axis and weights taken from the density, it differs from the stack by at most 0.005 uC/cm2 over 270 random and decaying fields, for \(P_s=100\) uC/cm2. The deepest stack in that drive held 31 points.

## A density with a cheap Everett function

Replace the thresholds by a coercive field \(h\) and a bias \(b\):

\[
h=\tfrac12(\alpha-\beta),\quad b=\tfrac12(\alpha+\beta),\quad \alpha=b+h,\quad \beta=b-h .
\]

The Jacobian determinant is \(1\cdot1-1\cdot(-1)=2\), so \(d\alpha\,d\beta=2\,dh\,db\). Choose

\[
\mu=\tfrac12K\,p_h(h)\,p_b(b),
\]

where \(p_h\) is a Gaussian of mean \(h_0\) and width \(\sigma_h\), and \(p_b\) is a Gaussian of mean zero and width \(\sigma_b\). The triangle requires \(b+h\le\alpha\), \(b-h\ge\beta\) and \(h\ge0\). Hence \(\beta+h\le b\le\alpha-h\), which is possible for \(h\le(\alpha-\beta)/2\). The integral over \(b\) gives the normal distribution function \(\Phi\):

\[
F(\alpha,\beta)=K\int_0^{(\alpha-\beta)/2}p_h(h)
\left[\Phi\!\left(\frac{\alpha-h}{\sigma_b}\right)-\Phi\!\left(\frac{\beta+h}{\sigma_b}\right)\right]dh .
\]

The constant \(K\) follows from \(F(E_s,-E_s)=P_s\). If both widths shrink to zero, all relays share one pair of thresholds and the loop becomes a rectangle. The density is then a point mass that no mesh resolves, although its cell content remains finite.

The example uses \(P_s=100\) uC/cm2, \(E_s=6\), \(h_0=4\), \(\sigma_h=0.5\) and \(\sigma_b=0.3\) MV/cm. For \(F(4.2,-4.0)\), the formula and a two-dimensional quadrature of \(\mu\) both give 39.05 uC/cm2.

## Six fields through the stack

Apply 5.0, −4.2, 4.4, −3.9, 4.1 and 4.7 MV/cm. The first five polarizations are 91.4, −33.5, 74.3, −2.4 and 61.7 uC/cm2. After the fifth field the stack is \([-6,5,-4.2,4.4,-3.9,4.1]\).

The rise to 4.7 continues the last leg, so 4.1 is dropped. It passes 4.4, so the pair \((4.4,-3.9)\) is wiped. It does not reach 5.0. The new leg starts from −4.2, and the stack becomes \([-6,5,-4.2,4.7]\) with \(P=86.3\) uC/cm2. In the relay array, every relay has the same state as after the shorter drive 5.0, −4.2, 4.7.

If the last rise stops at 4.3, short of 4.4, memory survives: \(P=70.8\) uC/cm2 with the inner excursion and 68.2 without it. The relays responsible have \(\alpha\) between 4.3 and 4.4 and \(\beta\) between −4.2 and −3.9. They went up at 4.4 and were not reset at −3.9.

## Congruent minor loops

Cycle the field between \(E_{lo}\) and \(E_{hi}\) after both ends have been visited. The leg formulas give

\[
P_\uparrow=P_{lo}+2F(E,E_{lo}),\qquad P_\downarrow=P_{hi}-2F(E_{hi},E).
\]

At \(E=E_{hi}\) the first gives \(P_{hi}-P_{lo}=2F(E_{hi},E_{lo})\). History enters through \(P_{lo}\) alone, so loops with the same end fields have the same shape and differ by a vertical shift.

Between −4.0 and 4.2 MV/cm the height is \(2\times39.05=78.1\) uC/cm2. Approached from negative saturation, the lower end lies at −51.2 uC/cm2; approached from positive saturation, it lies at −0.1. In the relay array the shift of 51.1 is constant around the loop to rounding error.

## Density from first-order reversal curves

Saturate the film positively, lower the field to \(E_r\), then raise it to \(E\). The two leg formulas give

\[
P(E_r,E)=P_s-2F(E_s,E_r)+2F(E,E_r).
\]

The measured displacement is \(D=P+R(E)\), where \(R\) is a reversible part that depends on the present field alone. Differentiating by \(E\) removes the first two terms of \(P\), and differentiating by \(E_r\) removes \(R'(E)\). For the remaining term,

\[
\frac{\partial F}{\partial\alpha}=\int_\beta^\alpha\mu(\alpha,\beta')\,d\beta',\qquad
\frac{\partial^2F}{\partial\beta\,\partial\alpha}=-\mu(\alpha,\beta).
\]

The minus sign arises because \(\beta\) is a lower limit. Therefore

\[
\boxed{\;\mu(E,E_r)=-\frac12\,\frac{\partial^2D}{\partial E_r\,\partial E}\;},\qquad E>E_r .
\]

On a mesh of step \(H\), integrate this relation over a cell with corners \(E_1<E_2\) and \(E_{r1}<E_{r2}\):

\[
w=-\tfrac12\left[D(E_{r2},E_2)-D(E_{r2},E_1)-D(E_{r1},E_2)+D(E_{r1},E_1)\right].
\]

For noise-free data, \(w\) is the relay content of the cell without discretization error. Error enters when \(w/H^2\) is read as the density at the cell centre.

Take \(E_r=-4.1,-4.0\) and \(E=4.0,4.1\) MV/cm. The curve from −4.0 rises by \(77.58687-70.88940=6.69747\) uC/cm2, and the curve from −4.1 by \(71.58050-63.82996=7.75054\). Thus

\[
w=-\tfrac12(6.69747-7.75054)=0.5265\ \text{uC/cm2}.
\]

Division by \(H^2=0.01\) gives 52.65 uC/cm2/(MV/cm)\(^2\); the input density at the centre is 52.82. Rises of 6.7 and 7.8 uC/cm2 leave a difference of about 1, which already shows the sensitivity to noise.

Cells crossed by the diagonal \(E=E_r\) lack a corner, because a reversal curve has no points below its reversal field. Their content is half the first rise of \(P\), which requires \(R\) to be known. Here the Gaussian factor at \(h=0\) is \(e^{-32}\), and these cells can be dropped. In a film with many low-coercivity relays they cannot.

Used as relay weights, the recovered cells predict the 270-field drive to rounding error. That drive contains no reversal-curve data, but its fields lie on the mesh; between mesh fields an interpolation rule is needed.

## Mesh error and noise

The average of a smooth function over a square cell exceeds its centre value by \(H^2\nabla^2\mu/24\) to leading order, because the mean of \(x^2/2\) over the cell is \(H^2/24\). From \(\partial_\alpha=\frac12(\partial_b+\partial_h)\) and \(\partial_\beta=\frac12(\partial_b-\partial_h)\),

\[
\nabla^2=\partial_\alpha^2+\partial_\beta^2=\tfrac12(\partial_b^2+\partial_h^2),
\]

\[
\left.\frac{\nabla^2\mu}{\mu}\right|_{peak}=-\frac12\left(\frac1{\sigma_h^2}+\frac1{\sigma_b^2}\right)=-7.56\ (\text{MV/cm})^{-2}.
\]

For \(H=0.1\) this predicts −0.31 % at the peak. The largest error found, relative to the peak density, is 0.31 %; at \(H=0.2\) it is 1.21 %. The ratio 3.9 is close to the second-order value 4.

Let each value of \(D\) carry independent noise of standard deviation \(s\). Four corners add to a variance \(4s^2\), and the factor ½ returns the deviation to \(s\), so the density noise is \(s/H^2\). With \(s=0.05\) uC/cm2 and \(H=0.1\) it is 5, or 9.4 % of the peak density 53.1. Refining the mesh lowers the discretization error and raises the noise.

A quadratic least-squares fit on \((2m+1)^2\) points averages the noise. Let \(x=iH\), \(y=jH\) with \(i,j=-m,\dots,m\). On this symmetric stencil \(xy\) is orthogonal to \(1,x,y,x^2,y^2\), so its coefficient is

\[
c=\frac{\sum xy\,D}{\sum x^2y^2},\qquad \sum x^2y^2=(H^2S_2)^2,\qquad S_2=\sum_i i^2 .
\]

The variance of \(c\) is \(s^2/\sum x^2y^2\). Since \(\mu=-c/2\), the density noise is \(s/(2H^2S_2)\). For \(m=2\), \(S_2=10\), and the noise is 20 times smaller: 0.47 % of the peak.

The price is bias. The Taylor term \(xy^3D_{xyyy}/6\) adds \(H^2S_4D_{xyyy}/(6S_2)\) to \(c\), with \(S_4=\sum_i i^4\), and \(x^3y\) adds its counterpart. With \(D_{xy}=-2\mu\),

\[
\delta\mu=\frac{H^2S_4}{6S_2}\nabla^2\mu .
\]

For \(S_4=34\) this is −4.3 % at the peak; the fit itself gives −4.1 %, the difference being of higher order in \(H\). At this step the fit exchanges a 9 % random error for a 4 % systematic one. A narrower density makes the bias worse.

## Stability and failure modes

Stored polarizations do not drift under repeated closed loops, because every leg restarts from a surviving turning point. Field noise adds spurious turning points. Most are wiped as the sweep moves on, but a peak that falls slightly short of an earlier one fails to wipe it, so some extra points survive. A dead band on reversals suppresses small spurious reversals within a sweep, but not the scatter of the main peaks, and it also ignores real loops smaller than the band.

If \(F\) is tabulated and interpolated bilinearly, its mixed derivative is constant in each cell. The implied density is then piecewise constant, and cells on the diagonal need separate treatment so that \(F(E,E)=0\).

A more basic failure occurs when the relays do not see the controlled field. Suppose each electrode screens over an effective length \(\lambda\) and drops a voltage \(\lambda D/\varepsilon_0\). For film thickness \(d\), dividing the total voltage by \(d\) gives

\[
E_{app}=E_{in}+cD,\qquad c=\frac{2\lambda}{\varepsilon_0d},\qquad D=P(E_{in})+\varepsilon_0\varepsilon_rE_{in}.
\]

The right side increases with \(E_{in}\), so there is one root, found by bracketing with trial copies of the stack. When \(E_{app}\) returns to an old turning value, the old \(E_{in}\) solves the equation again, so loops still close. Congruency fails, because equal applied end fields correspond to different inner ones when \(P\) differs.

For \(\lambda=0.005\) nm, \(d=20\) nm and \(\varepsilon_r=15\), the feedback at \(P_s\) is 0.56 MV/cm. This \(\lambda\) is a choice, and the feedback is proportional to it: \(\lambda=0.02\) nm would give 2.3 MV/cm and much larger distortions than those quoted next. With the applied end fields held at −4.0 and 4.2 MV/cm, the loop heights become 51.7 and 54.2 uC/cm2 for the two histories, instead of 78.1 for both. The apparent density, \(-\tfrac12\,\partial^2P/\partial E_r\,\partial E\) taken in applied fields, now peaks at 16.8 uC/cm2/(MV/cm)\(^2\), near \(E=4.3\), \(E_r=-3.3\) MV/cm. The largest deviation from the true density is 73 % of the true peak. These values belong to a mesh of 0.2 MV/cm; as the mesh is refined they tend to 16.9 near \(E=4.2\) MV/cm and to 74 %. No clearly negative region appears in the range examined, so a positive density is no proof that the model applies. Comparing minor loops at different \(P\) tests congruency directly. Several pairs of end fields should be used, because the two heights can coincide for one pair even when congruency fails. For this symmetric density, end fields \(\pm4.1\) MV/cm give 53.2 uC/cm2 for both histories, since one history is the mirror image of the other.

## The example beside a real film

The parameters are rough values in the regime of scandium-alloyed AlN, whose films combine coercive fields of a few MV/cm with polarizations of order 100 uC/cm2. The widths are choices, not measurements. Whether independent relays describe switching in such a film is not shown here; minor loops measured at different \(P\) would have to test it. The model gives a coercive voltage of \(4\times20\times0.1=8\) V and a remanence equal to \(P_s\) within the printed digits, because very few relays have both thresholds of one sign. The 12 V drive reaches 0.75 of an assumed breakdown field of 8 MV/cm, a thin margin.

The linear dielectric charge at 6 MV/cm is 8 uC/cm2. It belongs to \(R(E)\) and cancels in the inversion. Leakage charge accumulates in time and does not cancel in general. For Fowler–Nordheim tunnelling through a barrier \(\phi\) with mass \(m^*\), the WKB exponent is

\[
\frac2\hbar\int_0^{\phi/eE}\!\sqrt{2m^*(\phi-eEx)}\,dx=\frac{4\sqrt{2m^*}\,\phi^{3/2}}{3\hbar eE}.
\]

The current density is taken as \(e^3E^2m_e/(16\pi^2\hbar\phi m^*)\), the standard Fowler–Nordheim prefactor, times the exponential of minus this exponent. With \(m^*=0.3\,m_e\) and a 100 µs triangular period, the charge per half cycle is about 0.003 uC/cm2 for \(\phi=2.5\) eV and about 5 uC/cm2 for 2.0 eV. Half an electronvolt changes the result more than a thousandfold, so the barrier has to be known before leakage can be neglected. The formula holds at zero temperature; at 300 K the thermal spread of the electrons raises these charges by about 30 %. The estimate also omits image-force lowering, which for an optical permittivity near 4.6 raises the charges about threefold, and defect-assisted leakage.

The relays have no clock. If switching takes a time \(t=\tau_0e^{E_a/E}\), the coercive field is \(E_a/\ln(t/\tau_0)\). With \(\tau_0=10^{-13}\) s and \(t\) set equal to the 100 µs period, a tenfold slower sweep lowers it from 4.0 to 3.6 MV/cm (to about 3.5 if the switching rate is integrated along the ramp instead). If also \(E_a\propto1/T\), heating from 300 to 358 K at the original rate lowers it from 4.0 to about 3.4 MV/cm. Both laws are assumptions, but shifts of this size call for a density measured at the rate and temperature of use.

Finally, a relay of weight \(w\) takes up work \(2w\alpha\) on switching up and \(-2w\beta\) on switching down, so a full cycle dissipates

\[
\oint E\,dP=2\iint\mu(\alpha-\beta)\,d\alpha\,d\beta=4P_s\langle h\rangle\approx1600\ \text{J/cm}^3 .
\]

With the heat capacity held at its room-temperature value of 2.4 J/cm\(^3\)K, a thermally isolated film would warm by about 670 K per cycle. The heat capacity grows with temperature, and a Debye estimate of this growth lowers the figure to about 490 K for a Debye temperature near 1000 K, or to about 540 K for 800 K. Heat flux \(q\) from a pad of radius \(a\) into a thick substrate of conductivity \(k\) raises the pad centre by \(\int_0^a q\,2\pi r\,dr/(2\pi kr)=qa/k\) in steady state. For \(a=5\) µm and \(k=1.5\) W/cmK this is 0.09 K at peak power. Self-heating is therefore negligible at this rate and pad size when the film sits directly on a substrate of this conductivity. One micrometre of silicon dioxide under the pad adds about 2 K at the peak flux of about 270 W/cm\(^2\), and a glass substrate gives a few kelvin. Since \(q\) grows in proportion to frequency, heating need not remain small in fast cycling.

## Calculated quantities

```
inputs: P_s 100.0 uC/cm2, E_s 6.0 MV/cm, film 20.0 nm, eps_r 15.0
coercive mean 4.0, spread 0.5, bias spread 0.3 MV/cm
remanent P 100.00 uC/cm2, coercive field 4.000 MV/cm
coercive voltage 8.00 V, drive 12.0 V
Everett F(4.2,-4.0): 39.0476, 2D quadrature 39.0476 uC/cm2
field MV/cm, P uC/cm2, stack of fields MV/cm:
    5.0    91.449  [-6.0, 5.0]
   -4.2   -33.454  [-6.0, 5.0, -4.2]
    4.4    74.275  [-6.0, 5.0, -4.2, 4.4]
   -3.9    -2.387  [-6.0, 5.0, -4.2, 4.4, -3.9]
    4.1    61.708  [-6.0, 5.0, -4.2, 4.4, -3.9, 4.1]
    4.7    86.343  [-6.0, 5.0, -4.2, 4.7]
drive of 270 fields: deepest stack 31 points
largest stack-relay difference 4.6e-03 uC/cm2 (600 cells per axis)
P at 4.3 with inner loop 70.807, without 68.249 uC/cm2
minor loop -4.0 to 4.2 MV/cm: height 78.095 uC/cm2
  P at lower end: from below -51.184, from above -0.058 uC/cm2
  vertical shift 51.126, its variation 2.1e-14 uC/cm2
D uC/cm2 at (Er, E) MV/cm:
  (-4.1,4.0) 63.82996  (-4.1,4.1) 71.58050
  (-4.0,4.0) 70.88940  (-4.0,4.1) 77.58687
cell content 0.52653 uC/cm2, density 52.653 uC/cm2/(MV/cm)^2
input density at cell centre 52.818, peak 53.083 uC/cm2/(MV/cm)^2
density error / peak: step 0.2 1.209 %, step 0.1 0.312 %
ratio of the two errors 3.879
prediction of the drive from recovered cells: error 8.5e-14 uC/cm2
noise in D 0.05 uC/cm2 gives density noise / peak:
  four corners 9.38 %, 5x5 fit 0.47 %
  5x5 fit bias at peak -4.13 %, leading rule -4.28 %
loss per cycle 1599.6 J/cm3, from density 1599.6 J/cm3
neglected effects:
  linear dielectric charge at E_s 7.97 uC/cm2
  screening length 0.005 nm: depolarizing field at P_s 0.565 MV/cm
  loop heights then 51.72 (below), 54.18 (above) uC/cm2
  apparent density peak 16.80, minimum 0.00 uC/cm2/(MV/cm)^2
  apparent peak at E 4.3, Er -3.3 MV/cm
  largest density distortion / true peak 73.3 %
  rough breakdown 8.0 MV/cm, drive / breakdown 0.75
  tunnel charge per half cycle, barrier 2.5 eV: 2.56e-03 uC/cm2
  tunnel charge per half cycle, barrier 2.0 eV: 4.72e+00 uC/cm2
  tunnel mass 0.3 m_e, period 1e-04 s, attempt time 1e-13 s
  coercive field: ten times slower 3.60, at 358 K 3.35 MV/cm
  adiabatic heating 667 K per cycle (heat capacity 2.4 J/cm3K)
  with substrate 1.5 W/cmK, pad radius 5 um: 0.09 K at peak power
```
